# Many-site interactions from embedding derivatives in a nearest-neighbour alloy model: test program

```python
"""Cluster expansion of a nearest-neighbour embedded-atom alloy on a rigid lattice.

Energy: E = sum_i F_{s_i}(rho_i) + 1/2 sum_i sum_{j in nn(i)} phi_{s_i s_j},
        rho_i = sum_{j in nn(i)} f_{s_j};  spin +1 = species A, -1 = species B.
Result under test: the product of n distinct neighbour spins of one centre has
the coefficient
        J_n = sinh(aD)^n cosh(aD)^(z-n) Fmean(rho_mean)
            = a^n < n-th derivative of Fmean at rho_mean + a X >,
with D = d/drho, a = (f_A-f_B)/2, rho_mean = z (f_A+f_B)/2, Fmean = (F_A+F_B)/2,
X = sum of n uniform variables on [-1,1] and z-n random signs.  K_n is the same
with (F_A-F_B)/2 and multiplies the centre spin and n neighbour spins.
A cluster collects J_n once for every common neighbour of its sites.
Energies are in eV, densities in an arbitrary density unit.
"""
from itertools import product
from math import comb, factorial
import numpy as np
from numpy.polynomial import polynomial as P
from scipy.stats import binom

f = np.array([1.5, 0.5])                        # density given by A, B
c = np.array([0.6, 0.5])                        # F_s = -c_s sqrt(rho)
phi = np.array([[0.16, 0.12], [0.12, 0.10]])    # pair energies AA AB / BA BB
a = (f[0] - f[1]) / 2
embed = [lambda r: -c[0] * np.sqrt(r), lambda r: -c[1] * np.sqrt(r)]


def f_mean(r):
    return (embed[0](r) + embed[1](r)) / 2


def f_half_diff(r):
    return (embed[0](r) - embed[1](r)) / 2


def f_mean_derivative(r, n):
    falling = np.prod([0.5 - k for k in range(n)])
    return -c.mean() * falling * r ** (0.5 - n)


phi0 = (phi[0, 0] + phi[1, 1] + 2 * phi[0, 1]) / 4
phi1 = (phi[0, 0] - phi[1, 1]) / 4
phi2 = (phi[0, 0] + phi[1, 1] - 2 * phi[0, 1]) / 4


def all_spins(n):
    return 1 - 2 * ((np.arange(2 ** n)[:, None] >> np.arange(n)) & 1)


def project(values):
    """Coefficients of all spin products, by averaging over all configurations."""
    out, h = np.array(values, dtype=float), 1
    while h < out.size:
        v = out.reshape(-1, 2, h)
        out = np.stack([(v[:, 0] + v[:, 1]) / 2,
                        (v[:, 0] - v[:, 1]) / 2], axis=1).reshape(-1)
        h *= 2
    return out


def direct_energy(spins, nbrs, functions, pair):
    types = (1 - spins) // 2
    near = types[:, nbrs]
    rho = f[near].sum(axis=2)
    e = np.where(types == 0, functions[0](rho), functions[1](rho))
    return (e + pair[types[:, :, None], near].sum(axis=2) / 2).sum(axis=1)


def sign_weights(n_odd, n_even):
    return P.polymul(P.polypow([1, -1], n_odd), P.polypow([1, 1], n_even))


def interaction(func, n, z, shift):
    """Finite-difference form of sinh^n cosh^(z-n) acting on func."""
    points = z * f.mean() + shift * (z - 2 * np.arange(z + 1))
    return sign_weights(n, z - n) @ func(points) / 2 ** z


# ---- Triangular torus: every cluster coefficient from the total energy ----
side, n_tri, z_tri = 4, 16, 6
steps = [(1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)]
tri = np.array([[((x + dx) % side) * side + (y + dy) % side for dx, dy in steps]
                for x in range(side) for y in range(side)])
spins_tri = all_spins(n_tri)
energy_tri = direct_energy(spins_tri, tri, embed, phi)
coef_tri = project(energy_tri)
masks = np.arange(2 ** n_tri)
size = ((masks[:, None] >> np.arange(n_tri)) & 1).sum(axis=1)
J_tri, K_tri = np.zeros(n_tri + 1), np.zeros(n_tri + 1)
for n in range(z_tri + 1):
    J_tri[n] = interaction(f_mean, n, z_tri, a)
    K_tri[n] = interaction(f_half_diff, n, z_tri, a)
predicted = np.zeros(2 ** n_tri)
is_nn_pair = np.zeros(2 ** n_tri, dtype=bool)
for i in range(n_tri):
    near_mask = sum(1 << int(j) for j in tri[i])
    predicted += ((masks & ~near_mask) == 0) * J_tri[size]
    has_i = (masks >> i) & 1 == 1
    predicted += (has_i & (((masks ^ (1 << i)) & ~near_mask) == 0)) * K_tri[size - 1]
    for j in tri[i]:
        is_nn_pair[(1 << i) | (1 << int(j))] = True
predicted[0] += n_tri * z_tri * phi0 / 2
predicted[size == 1] += z_tri * phi1
predicted[is_nn_pair] += phi2
tri_error = np.abs(coef_tri - predicted).max()
assert tri_error < 1e-12
assert np.abs(coef_tri[size == 3]).max() > 1e-5

# Linear embedding is equivalent to a change of the pair potential.
lam = np.array([0.07, -0.04])
moved = [lambda r: embed[0](r) + lam[0] * r, lambda r: embed[1](r) + lam[1] * r]
phi_moved = phi - np.outer(lam, f) - np.outer(f, lam)
assert np.allclose(direct_energy(spins_tri, tri, moved, phi_moved), energy_tri,
                   rtol=0, atol=1e-11)
linear = [lambda r: lam[0] * r, lambda r: lam[1] * r]
coef_lin = project(direct_energy(spins_tri, tri, linear, phi))
assert np.abs(coef_lin[(size >= 2) & ~is_nn_pair]).max() < 1e-12
assert np.abs(coef_lin[is_nn_pair]).min() > 1e-4

# ---- Fcc: coefficients of the 13-site local energy ----
z = 12
rho_mean = z * f.mean()
J = np.array([interaction(f_mean, n, z, a) for n in range(z + 1)])
K = np.array([interaction(f_half_diff, n, z, a) for n in range(z + 1)])
local = all_spins(z + 1)                        # column 0 is the centre
types = (1 - local) // 2
rho = f[types[:, 1:]].sum(axis=1)
e_embed = np.where(types[:, 0] == 0, embed[0](rho), embed[1](rho))
e_pair = phi[types[:, :1], types[:, 1:]].sum(axis=1) / 2
embed_table = project(e_embed)
local_table = project(e_embed + e_pair)
in_cluster = types                              # same bits label clusters
n_near = in_cluster[:, 1:].sum(axis=1)
expected = np.where(in_cluster[:, 0] == 1, K[n_near], J[n_near])
assert np.abs(embed_table - expected).max() < 1e-13

# Averaged n-th derivative against coefficients projected from the energy.
nodes, weights = np.polynomial.legendre.leggauss(8)
for n in range(1, 5):
    total_u = sum(np.meshgrid(*[nodes] * n, indexing="ij"))
    weight_u = np.prod(np.meshgrid(*[weights / 2] * n, indexing="ij"), axis=0)
    average = 0.0
    for k in range(z - n + 1):
        x = total_u + (z - n - 2 * k)
        average += (comb(z - n, k) / 2 ** (z - n)
                    * np.sum(weight_u * f_mean_derivative(rho_mean + a * x, n)))
    projected = embed_table[sum(2 << m for m in range(n))]
    assert abs(a ** n * average / projected - 1) < 1e-8
for n in range(1, 7):
    assert np.sign(embed_table[sum(2 << m for m in range(n))]) == (-1) ** n

# Leading correction to the local derivative, at a small density contrast.
small = 0.05
for n in (1, 2):
    ratio = interaction(f_mean, n, z, small) / (
        small ** n * f_mean_derivative(rho_mean, n))
    slope = (z - 2 * n / 3) / 2 * (f_mean_derivative(rho_mean, n + 2)
                                   / f_mean_derivative(rho_mean, n))
    assert abs((ratio - 1) / small ** 2 / slope - 1) < 0.01

# A single Taylor term S^m feeds orders m, m-2, ... and no others.
s12 = all_spins(z)
power_coef = {}
for m in range(1, 6):
    table = project(s12.sum(axis=1).astype(float) ** m)
    power_coef[m] = [table[2 ** n - 1] for n in range(z + 1)]
    for n in range(z + 1):
        allowed = n <= m and (m - n) % 2 == 0
        assert (abs(power_coef[m][n]) > 0.5) == allowed
    assert abs(power_coef[m][m] - factorial(m)) < 1e-6

# Variance of the mean embedding energy in a random equiatomic alloy.
k = np.arange(z + 1)
prob = binom.pmf(k, z, 0.5)
f_values = f_mean(k * f[0] + (z - k) * f[1])
variance = prob @ f_values ** 2 - (prob @ f_values) ** 2
order_rms = np.array([np.sqrt(comb(z, n)) * abs(J[n]) for n in range(z + 1)])
assert abs(np.sum(order_rms[1:] ** 2) / variance - 1) < 1e-9

# ---- Periodic fcc cell, coordinates in half cubic lattice constants ----
period = 6
sites = [p for p in product(range(period), repeat=3) if sum(p) % 2 == 0]
index = {p: i for i, p in enumerate(sites)}
nn_vectors = [v for v in product((-1, 0, 1), repeat=3) if sum(map(abs, v)) == 2]
fcc = np.array([[index[tuple((p[d] + v[d]) % period for d in range(3))]
                 for v in nn_vectors] for p in sites])
n_fcc = len(sites)
shells = [(1, 1, 0), (2, 0, 0), (2, 1, 1), (2, 2, 0), (3, 1, 0)]
common, shell_V = [], []
for shell, vector in enumerate(shells, 1):
    target = index[vector]
    count, from_energy = 0, 0.0
    for i in range(n_fcc):
        members = [i] + list(fcc[i])
        if 0 in members and target in members:
            mask = (1 << members.index(0)) | (1 << members.index(target))
            from_energy += local_table[mask]
        count += int(0 in fcc[i] and target in fcc[i])
    formula = count * J[2] + (2 * K[1] + phi2 if shell == 1 else 0.0)
    assert abs(from_energy - formula) < 1e-13
    common.append(count)
    shell_V.append(from_energy)
assert common == [4, 4, 2, 1, 0]

symmetric = np.array([sign_weights(m, z - m) for m in range(z + 1)])


def expanded_energy(spins, max_sites):
    """Sum of cluster terms having at most max_sites sites (at least two)."""
    near = spins[fcc]
    e_n = symmetric[(near == -1).sum(axis=1)]
    top = min(max_sites, z)
    e = e_n[:, :top + 1] @ J[:top + 1]
    e = e + spins * (e_n[:, :max_sites] @ K[:max_sites])
    own = spins[:, None]
    return np.sum(e + (phi0 + phi1 * (own + near) + phi2 * own * near).sum(axis=1) / 2)


rng = np.random.default_rng(5)
fcc_error = 0.0
for _ in range(20):
    s = rng.choice([-1, 1], size=n_fcc)
    exact = direct_energy(s[None, :], fcc, embed, phi)[0]
    fcc_error = max(fcc_error, abs(expanded_energy(s, z + 1) - exact))
assert fcc_error < 1e-10

pos = np.array(sites)
corner = np.all(pos % 2 == 0, axis=1)
structures = {"L1_0 AB": np.where(pos[:, 2] % 2 == 0, 1, -1),
              "L1_2 A3B": np.where(corner, -1, 1),
              "L1_2 AB3": np.where(corner, 1, -1)}
pure_A, pure_B = np.ones(n_fcc, dtype=int), -np.ones(n_fcc, dtype=int)


def formation(s, energy):
    x_A = np.mean(s == 1)
    return (energy(s) - x_A * energy(pure_A) - (1 - x_A) * energy(pure_B)) / n_fcc


def energy_direct(s):
    return direct_energy(s[None, :], fcc, embed, phi)[0]


results = {}
for name, s in structures.items():
    cut = [formation(s, lambda q, m=m: expanded_energy(q, m)) for m in (2, 3, 4)]
    results[name] = [formation(s, energy_direct)] + cut
assert abs(results["L1_2 A3B"][1] - results["L1_2 AB3"][1]) < 1e-12
assert abs(results["L1_2 A3B"][0] - results["L1_2 AB3"][0]) > 1e-5
pure_mean = (energy_direct(pure_A) + energy_direct(pure_B)) / 2 / n_fcc
random_mixing = local_table[0] - pure_mean
assert abs(J[0] + z * phi0 / 2 - local_table[0]) < 1e-12

print(f"densities f_A, f_B = {f[0]:.2f}, {f[1]:.2f} density units")
print(f"embedding c_A, c_B = {c[0]:.2f}, {c[1]:.2f} eV per sqrt(density unit)")
print(f"phi_AA, phi_AB, phi_BB = {phi[0,0]:.2f}, {phi[0,1]:.2f}, {phi[1,1]:.2f} eV")
print(f"fcc: z = {z}, rho_mean = {rho_mean:.2f}, a = {a:.2f} density units")
print(f"phi0, phi1, phi2 = {1e3*phi0:.3f}, {1e3*phi1:.3f}, {1e3*phi2:.3f} meV")
print(f"S^4 for z=12: coefficients of e4, e2, e0 = {power_coef[4][4]:.0f}, "
      f"{power_coef[4][2]:.0f}, {power_coef[4][0]:.0f}")
print(f"J_0 = {J[0]:.6f} eV, K_0 = {K[0]:.6f} eV")
print("n: J_n | a^n F^(n)(rho_mean) | with leading correction (micro-eV)")
for n in range(1, 7):
    lead = a ** n * f_mean_derivative(rho_mean, n)
    corr = a ** (n + 2) / 2 * (z - 2 * n / 3) * f_mean_derivative(rho_mean, n + 2)
    print(f"  {n}: {1e6*J[n]:.4f} | {1e6*lead:.4f} | {1e6*(lead+corr):.4f}")
print("n: K_n (micro-eV) | rms of order n in Fmean, random alloy (meV)")
for n in range(1, 5):
    print(f"  {n}: {1e6*K[n]:.4f} | {1e3*order_rms[n]:.5f}")
print(f"total rms of Fmean in the random alloy = {1e3*np.sqrt(variance):.5f} meV")
print("fcc shell: common neighbours | pair interaction V (meV)")
for shell in range(5):
    print(f"  {shell+1}: {common[shell]} | {1e3*shell_V[shell]:.5f}")
print(f"shell 1 parts: 4 J_2 = {4e3*J[2]:.5f}, 2 K_1 = {2e3*K[1]:.5f}, "
      f"phi2 = {1e3*phi2:.5f} meV")
print("formation energy, meV/atom: full | up to 2 sites | 3 sites | 4 sites")
for name, row in results.items():
    print(f"  {name}: " + " | ".join(f"{1e3*v:.4f}" for v in row))
print(f"random equiatomic mixing energy = {1e3*random_mixing:.4f} meV/atom")
print(f"largest error, {2**n_tri} triangular coefficients = {tri_error:.1e} eV")
print(f"largest error, 20 random {n_fcc}-site fcc energies = {fcc_error:.1e} eV")
print("tests ok")
```

It prints:

```
densities f_A, f_B = 1.50, 0.50 density units
embedding c_A, c_B = 0.60, 0.50 eV per sqrt(density unit)
phi_AA, phi_AB, phi_BB = 0.16, 0.12, 0.10 eV
fcc: z = 12, rho_mean = 12.00, a = 0.50 density units
phi0, phi1, phi2 = 125.000, 15.000, 5.000 meV
S^4 for z=12: coefficients of e4, e2, e0 = 24, 128, 408
J_0 = -1.900198 eV, K_0 = -0.172745 eV
n: J_n | a^n F^(n)(rho_mean) | with leading correction (micro-eV)
  1: -39998.5378 | -39692.8310 | -39985.7035
  2: 857.8357 | 826.9340 | 855.6470
  3: -56.0624 | -51.6834 | -55.6090
  4: 6.1808 | 5.3837 | 6.0707
  5: -0.9618 | -0.7851 | -0.9313
  6: 0.1932 | 0.1472 | 0.1838
n: K_n (micro-eV) | rms of order n in Fmean, random alloy (meV)
  1: -3636.2307 | 138.55900
  2: 77.9851 | 6.96909
  3: -5.0966 | 0.83154
  4: 0.5619 | 0.13751
total rms of Fmean in the random alloy = 138.73671 meV
fcc shell: common neighbours | pair interaction V (meV)
  1: 4 | 1.15888
  2: 4 | 3.43134
  3: 2 | 1.71567
  4: 1 | 0.85784
  5: 0 | 0.00000
shell 1 parts: 4 J_2 = 3.43134, 2 K_1 = -7.27246, phi2 = 5.00000 meV
formation energy, meV/atom: full | up to 2 sites | 3 sites | 4 sites
  L1_0 AB: -38.9330 | -36.7218 | -36.7218 | -38.8262
  L1_2 A3B: -28.7014 | -27.5413 | -27.6966 | -28.6226
  L1_2 AB3: -28.3228 | -27.5413 | -27.3861 | -28.3120
random equiatomic mixing energy = -45.0333 meV/atom
largest error, 65536 triangular coefficients = 7.1e-15 eV
largest error, 20 random 108-site fcc energies = 4.3e-14 eV
tests ok
```
